Phonon Occupation Factors in the Cubic Bubble Self-Energy

When a phonon interacts with two others through a cubic coupling Φ, which has the dimension of energy, the self-energy at second order must be |Φ|² divided by an energy and multiplied by a dimensionless function of the occupations and of frequency ratios. A symmetry restricts that function. The propagator of an internal phonon of frequency ω₁ at imaginary frequency iν is 2ω₁/(ν² + ω₁²), which is odd in ω₁. The loop built from two such propagators is therefore odd under ω₁ → −ω₁. The Bose function n(ω) = 1/(e^{ω/T} − 1) obeys n(−ω) = −1 − n(ω), so the same reversal acts on a decay term as follows:

1 + n₁ + n₂ → n₂ − n₁,  ω₁ + ω₂ → ω₂ − ω₁.

A term with the sum of the frequencies and the factor 1 + n₁ + n₂ thus needs a partner with the difference of the frequencies and a difference of occupations. The partner describes absorption of a thermal phonon. The Matsubara sum confirms this form and supplies the prefactor and the signs.

Set ħ = 1 and let T stand for k_BT, with β = 1/T. The Hamiltonian is

H = Σ ω_λ(a†_λ a_λ + 1/2) + (1/6) Σ Φ_{λ12} A_λ A₁ A₂,  A = a + a†.

Here Φ is symmetric in its three labels, and all frequencies are positive. For travelling waves A_q = a_q + a†_{−q}, wave vector is conserved at the vertex, and Φ² becomes |Φ|². The propagator is D(τ) = −⟨T A(τ)A†(0)⟩, where T inside the bracket orders imaginary times. The self-energy Π is defined by D⁻¹ = D₀⁻¹ − Π. I keep its part diagonal in the branch index. At order Φ² there is also a tadpole diagram, in which one phonon line closes on a single vertex. It is independent of frequency and real, so it shifts the phonon without damping it, and it is left out here.

It is convenient to work with G = −D₀, which is positive. For 0 < τ < β the two terms of A evolve as e^{−ωτ} and e^{ωτ}, so that

G(τ) = (n + 1)e^{−ωτ} + n e^{ωτ}.

Its Fourier coefficient at ω_m = 2πmT follows from e^{iω_mβ} = 1:

G(iω_m) = (n + 1)(1 − e^{−βω})/(ω − iω_m) + n(e^{βω} − 1)/(ω + iω_m).

Both numerators equal one by the definition of n. Hence

G(iω_m) = 1/(ω − iω_m) + 1/(ω + iω_m) = 2ω/(ω_m² + ω²).

The second-order term of the perturbation series carries 1/2! and two vertices, each with a factor 1/6. The external operator A(τ) can attach to either vertex (2 ways) and to any of its three legs (3 ways). The other external operator attaches to a leg of the other vertex (3 ways), and the remaining two pairs of legs are joined in 2 ways. The weight is

(1/2)(1/6)²(2)(3)(3)(2) = 1/2.

The two minus signs of the vertices in the expansion of e^{−βH} cancel, so the correction to the positive correlation function is δG = G² P with P = (1/2)Σ|Φ|²S. Since δD = −δG and, to this order, δD = D₀ΠD₀ = G²Π, we have Π = −P:

Π(iν) = −(1/2) Σ₁₂ |Φ_{λ12}|² S(iν),

S(iν) = T Σ_m G₁(iω_m) G₂(iν − iω_m).

The sum over 1 and 2 runs over ordered pairs. The convolution arises because the two internal lines connect the same two times, and the product G₁(τ)G₂(τ) is transformed at frequency ν.

To do the sum, write g_j(z) = 1/(ω_j − z) + 1/(ω_j + z), which equals G_j at z = iω_m, and put f(z) = g₁(z) g₂(iν − z). The function n(z) = 1/(e^{βz} − 1) has poles at z = iω_m with residue T. On large circles passing between these poles n(z) stays bounded while f falls as |z|⁻⁴, so the integral of n(z)f(z) vanishes there and all residues add to zero. Therefore

S = −Σ Res [n(z) f(z)] over the poles of f.

These poles lie at z = ω₁ and z = −ω₁, from g₁, and at z = iν + ω₂ and z = iν − ω₂, from g₂. Near z = ω₁ the factor 1/(ω₁ − z) has residue −1, and near z = −ω₁ the factor 1/(ω₁ + z) has residue +1. The two poles of g₂ behave in the same way: residue −1 at iν + ω₂ and +1 at iν − ω₂. This gives

S = n(ω₁) g₂(iν − ω₁) − n(−ω₁) g₂(iν + ω₁)
  + n(iν + ω₂) g₁(iν + ω₂) − n(iν − ω₂) g₁(iν − ω₂).

Because ν is itself a bosonic Matsubara frequency, e^{iβν} = 1 and n(iν ± ω₂) = n(±ω₂). This replacement has to precede the continuation to real frequency. If n(iν + ω₂) were kept and iν replaced by a complex variable y, the result would have poles at y = −ω₂ + iω_m, some of them in the upper half plane, where a retarded function must be analytic. With n(−ω) = −1 − n(ω) the sum becomes

S = n₁ g₂(iν − ω₁) + (1 + n₁) g₂(iν + ω₁) + n₂ g₁(iν + ω₂) + (1 + n₂) g₁(iν − ω₂).

Let y = iν, s = ω₁ + ω₂ and d = ω₂ − ω₁. The four functions are

g₂(y − ω₁) = 1/(s − y) + 1/(d + y),
g₂(y + ω₁) = 1/(d − y) + 1/(s + y),
g₁(y + ω₂) = −1/(d + y) + 1/(s + y),
g₁(y − ω₂) = 1/(s − y) − 1/(d − y).

Now collect each denominator. The coefficient of 1/(s − y) is n₁ + (1 + n₂), and that of 1/(s + y) is (1 + n₁) + n₂. The coefficient of 1/(d + y) is n₁ − n₂, and that of 1/(d − y) is (1 + n₁) − (1 + n₂), where the two ones cancel. Hence

S(iν) = (1 + n₁ + n₂) 2s/(ν² + s²) + (n₁ − n₂) 2d/(ν² + d²).

The spontaneous 1 survives in the sum channel and drops out of the difference channel.

One case needs separate care. If ω₁ = ω₂ = ω, the difference term vanishes for every ν ≠ 0. At ν = 0, however, the poles of f merge in pairs, and the sum takes the value reached as d → 0. There n₁ − n₂ → −d·dn/dω and dn/dω = −n(n + 1)/T, so the term tends to

(n₁ − n₂)(2/d) → 2n(n + 1)/T.

For ω = 1.2 and T = 0.5 the explicit sum gives 0.43889 for this extra piece, in agreement with the formula. It sits at the single point ν = 0 and does not belong to the retarded function, which continues the values at ν ≠ 0.

The prefactor and both channels can be tested without diagrams. Take three oscillators of frequencies 0.95, 0.5 and 1.3 coupled by gA₀A₁A₂, with T = 0.4 and g = 0.005. The six permutations in the cubic term cancel the 1/6, so Φ = g, and the two orderings of the daughters cancel the 1/2, so −Π/g² = S. At ν = 2πT the occupations are n₁ = 0.402 and n₂ = 0.040. The sum term contributes 0.543 and the difference term 0.083, in total 0.62625. Diagonalizing the coupled Hamiltonian and extracting Π from the thermal correlation function gives 0.62633. With one daughter mode of frequency 0.6 coupled by (g/2)A₀A₁², there is a single ordering and the factor 1/2 remains; the formula gives 0.24358 and diagonalization 0.24367. The relative differences are below 4 × 10⁻⁴; higher orders in g are their expected source, though this was not tested separately.

Replacing iν by ω + i0 gives the retarded self-energy

Π(ω) = −(1/2) Σ₁₂ |Φ|² { (1 + n₁ + n₂)[1/(s − ω − i0) + 1/(s + ω + i0)]
  + (n₁ − n₂)[1/(d − ω − i0) + 1/(d + ω + i0)] }.

The imaginary part of 1/(s − ω − i0) is πδ(ω − s), and that of 1/(s + ω + i0) is −πδ(ω + s). For ω > 0 the latter cannot be satisfied, since s > 0. With Γ(ω) = −Im Π(ω),

Γ(ω) = (π/2) Σ₁₂ |Φ|² { (1 + n₁ + n₂) δ(ω − ω₁ − ω₂)
  + (n₁ − n₂)[δ(ω − ω₂ + ω₁) − δ(ω + ω₂ − ω₁)] }.

The last delta function acts when ω₁ > ω₂. It then carries the weight n₂ − n₁, which is positive, and it is the same process with the labels exchanged. An absorption channel therefore counts twice in the ordered sum, as does a decay into two distinct phonons.

The meaning of Γ follows from the pole of D. Since D₀⁻¹ = (ω² − ω_λ²)/(2ω_λ), which is close to ω − ω_λ near resonance, the pole lies at

ω ≈ ω_λ + Re Π(ω_λ) − iΓ(ω_λ).

The amplitude decays as e^{−Γt} and the excess population as e^{−2Γt}; the spectral line has half width Γ at half maximum. This holds when Γ is small against ω_λ and Γ(ω) varies little across the line.

Fermi's golden rule shows why the factors look as they do. For a distinct pair and a bath held at its thermal occupations, the population N of the phonon changes by decay and by the reverse fusion:

dN/dt = −2π|Φ|² δ(ω_λ − ω₁ − ω₂) [N(n₁ + 1)(n₂ + 1) − (N + 1)n₁n₂].

The coefficient of N in the bracket is (n₁ + 1)(n₂ + 1) − n₁n₂ = 1 + n₁ + n₂. For absorption of phonon 1 with emission of phonon 2 the bracket is N n₁(n₂ + 1) − (N + 1)(n₁ + 1)n₂, and the coefficient of N is

n₁(n₂ + 1) − (n₁ + 1)n₂ = n₁ − n₂.

Together with its energy delta function, 2π|Φ|² times either factor equals the contribution of that channel to 2Γ, because the two orderings turn the π/2 in Γ into π. A line width thus measures forward minus reverse scattering, and the forward events alone can be much more frequent. On the energy shell ω₂ = ω₁ + ω_λ > ω₁, so n₁ > n₂ and the absorption channel damps the phonon. A bath driven until n₂ exceeded n₁ would make that contribution negative.

At low temperature all occupations vanish, and the decay factor tends to 1 while the absorption factor tends to e^{−ω₁/T}. A cold phonon can split, but it finds nothing to absorb. At high temperature n = T/ω − 1/2 + ω/(12T) + …, and the constants −1/2 cancel the 1 in the decay factor and each other in the absorption factor:

1 + n₁ + n₂ ≈ T(ω₁ + ω₂)/(ω₁ω₂) + (ω₁ + ω₂)/(12T),
n₁ − n₂ ≈ T(ω₂ − ω₁)/(ω₁ω₂) − (ω₂ − ω₁)/(12T).

On shell, ω₁ + ω₂ in the first line and ω₂ − ω₁ in the second are both ω_λ. Both leading terms are then Tω_λ/(ω₁ω₂), and the width is linear in T if frequencies and couplings stay fixed.

For a worked case, take a zone-centre optical phonon of 8 meV in the rough regime of Bi₂Te₃, a material of thermoelectric coolers for electronics. Since 8 meV corresponds to 93 K, a chip at 300 K or above is in the classical regime. The model has a spherical zone with x the wave number in units of the zone radius, one acoustic branch and one upper optical branch,

ω_a = 6 sin(πx/2) meV,  ω_o = 14 − 2 sin²(πx/2) meV,

and |Φ|² = g²/N for N cells, with g = 0.3 meV. The sum over wave vectors divided by N becomes the integral of 3x² dx from 0 to 1. A delta function of energy then yields the joint density ρ = 3x²/|dE/dx| at the resonant x, where E is s or d.

The phonon has zero wave vector, so it decays into two acoustic phonons of opposite wave vector. Energy conservation, 12 sin(πx/2) = 8, gives x = 0.465, two daughters of 4 meV, and ρ = 0.0461 per meV. At 300 K, k_BT = 25.85 meV and n = 5.976, so 1 + n₁ + n₂ = 12.95 and

Γ_decay = (π/2)(0.3)²(0.0461)(12.95) = 0.084 meV.

In absorption the phonon lifts an acoustic phonon to the optical branch at the same wave vector. With u = sin(πx/2) the condition 14 − 2u² − 6u = 8 becomes u² + 3u − 3 = 0, so u = (−3 + √21)/2 = 0.791 and x = 0.581. A phonon of 4.75 meV is absorbed and one of 12.75 meV is created. Here ρ = 0.1151 per meV and n₁ − n₂ = 4.960 − 1.569 = 3.39. With the factor 2 for the orderings,

Γ_abs = (π/2)(2)(0.3)²(0.1151)(3.39) = 0.110 meV.

The absorption factor is about a quarter of the decay factor, but its joint density is 2.5 times larger and it has two orderings, which makes the channel 1.3 times stronger. The cancellation between forward and reverse events is considerable: for decay the two products are 48.7 and 35.7, and for absorption 12.7 and 9.4.

The total half width is 0.195 meV. The full width is 0.39 meV, or 3.1 cm⁻¹, and the population lifetime ħ/(2Γ) is 1.7 ps. Near 1 K the half width is 0.0065 meV, all from decay. Absorption overtakes decay at 54 K in this model with its frequencies held fixed. From 300 to 400 K the half width rises from 0.195 to 0.260 meV, a ratio of 1.335 against 4/3 for strict proportionality.

The continuation and the factor 2Γ can be examined in the same model. Inserting the delta functions of Γ(ω) shows that

−Π(iν) = (1/π) ∫₀^∞ dω Γ(ω) 2ω/(ω² + ν²),  ν ≠ 0.

At 50 K and ν = 2πT, the integral over the widths and the direct Matsubara sum both give 0.009241 meV. In a cold crystal, following one phonon coupled to a dense set of acoustic pairs, with g reduced to 0.15 meV, gives a population decay rate of 0.998 times 2Γ.

Several neglected effects can be sized at 300 K. The daughters are themselves damped. If each has the half width 0.195 meV, the resonance is smeared by 0.39 meV. Smearing the energy denominators alone, with the occupations frozen at the sharp frequencies, gives a total half width of 0.201 meV, 3% above the sharp-line value. This understates the effect: folding the damped daughter spectra with the Bose factors, which also opens the difference channels within one branch, gives about 0.215 meV, some 11% above, when the damping of the daughters is taken independent of frequency; the same-branch channels supply only 0.002 meV of this. The figure depends on that choice: giving the daughters the frequency-dependent Γ(ω) of the model's zone-centre bubble yields 0.209 meV, 7% above. The real part of the bubble lowers the phonon by 0.19 meV. This number is less secure than the width, because it draws on all wave vectors and so on the assumed constant coupling. That assumption is wrong for long acoustic waves, since a uniform translation costs no energy and their coupling must vanish, but wave vectors with x < 0.3 supply only 0.01 meV of the shift. About 0.10 meV comes from 0.3 < x < 0.7 and 0.08 meV from x > 0.7. Making |Φ|² proportional to the frequency of each acoustic partner, with both on-shell couplings unchanged, leaves the width as it is and moves the shift to about 0.3 meV. The model also omits the branch of the 8 meV phonon itself as an internal line; adding it with the same coupling, flat or dispersing by 1 meV either way, leaves the sharp-line width at 0.195 meV but moves the shift to between 0.4 and 0.5 meV. Thermal expansion, with a rough Grüneisen parameter of 1.5 and a rough linear expansion of 1.5 × 10⁻⁵ per kelvin kept constant from 0 to 300 K, lowers it by a further 3(1.5)(1.5 × 10⁻⁵)(300)(8) = 0.16 meV. This is an overestimate, since the expansion coefficient vanishes at low temperature; letting it follow a Debye heat capacity with a Debye temperature of 145 to 165 K gives 0.13 to 0.14 meV. With both shifts and the other bands held fixed, the half width is 0.202 meV, 4% above the unshifted value. The tadpole left out above is not small beside these shifts. Through the thermal displacement of the mode itself it gives −(Φ_λλλ/ω_λ) Σ₁ Φ_λ11(2n₁ + 1), which is −0.16 meV if the self-coupling of the mode has the same size and sign as the other couplings, and the half width is then 0.208 meV.

Four-phonon damping depends on a quartic coupling that the model does not contain. The scaling guess g²/ω_λ = 0.011 meV, with wave-vector conservation replaced by an independent average over the three phonons, gives a half width near 0.0006 meV, or 0.3% of the cubic result. The damping grows as the square of that coupling, so a tenfold larger value would bring it to 0.06 meV, about 30%. The estimate therefore does not establish that four-phonon damping is negligible in a real crystal. The quartic coupling also shifts the frequency at first order, by half the coupling times the zone average of 2n + 1 summed over branches. For the guessed value this is about 0.08 meV at 300 K, with the sign of the coupling, and it is not included in the shifts above.

Beside real Bi₂Te₃, the phonon energy of 8 meV is realistic for one of its zone-centre modes, while the upper branch at 12 to 14 meV lies somewhat below the top of the real spectrum. The coupling was chosen to give a width of a few cm⁻¹, so the size of the width is not a prediction. The crystal is layered and anisotropic, has five atoms per primitive cell and hence fifteen branches, and in devices is doped with free carriers that can also damp phonons. The carriers are not sized here. The branches act through the joint densities, to which each channel is proportional: doubling the absorption density alone would raise the half width from 0.195 to 0.305 meV. The split between the channels and the 54 K crossover are thus properties of the model. If a calibrated line in a real film followed the model's slope, its full width would change by about 0.01 cm⁻¹ per kelvin between 300 and 400 K, and reading it to 0.1 cm⁻¹ would fix the lattice temperature to about 10 K, provided that stress, carrier density and defects stayed constant.

The diagonal bubble with sharp daughters loses its validity when a daughter's width is comparable with its frequency, when the resonance falls on an edge or peak where the joint density changes strongly within a daughter's width (in the spherical model it diverges at the zone radius, whereas for a simple cubic lattice band it stays finite), or when two branches of the same symmetry lie closer than their self-energies, so that the off-diagonal part of Π mixes them. In the first two cases the delta functions must give way to the spectra of the damped daughters. The remaining values are in the numerical output.

Numbers as computed

```
CHECKS (model units, hbar = k_B = 1)
exact diag., daughters 0.5 and 1.3, T 0.4: -Pi/g^2 = 0.62633
  bubble formula: 0.62625
exact diag., equal daughters 0.6, T 0.4: -Pi/g^2 = 0.24367
  bubble formula: 0.24358
static extra term, w 1.2, T 0.5: sum 0.43889, 2n(n+1)/T 0.43889
-Pi(i nu_1) of model crystal at 50 K: Matsubara 0.009241 meV
  from dispersion integral of Gamma: 0.009241 meV
cold decay rate / (2 Gamma), coupling 0.15 meV: 0.9982
MODEL INPUTS (rough Bi2Te3 regime)
phonon energy 8.0 meV, acoustic top 6.0 meV
upper optical branch 14.0 to 12.0 meV, coupling 0.3 meV
k_B T at 300 K: 25.852 meV; phonon energy / k_B: 92.8 K
ON-SHELL CHANNELS AT 300 K
decay: x = 0.4646, daughters 4.000 + 4.000 meV
  joint density 0.04608 /meV, n = 5.9759, 1+n1+n2 = 12.9518
absorption: x = 0.5812, absorbs 4.748, makes 12.748 meV
  joint density 0.11511 /meV, n1 = 4.9604, n2 = 1.5689
  n1-n2 = 3.3915
classical factors: decay 12.9260, absorption 3.4172
HALF WIDTHS: T (K), decay, absorption, total (meV)
     1  0.00651  0.00000  0.00651
    10  0.00664  0.00013  0.00677
    50  0.01503  0.01441  0.02944
   100  0.02857  0.03469  0.06326
   200  0.05639  0.07290  0.12930
   300  0.08438  0.11039  0.19476
   400  0.11241  0.14767  0.26007
absorption overtakes decay at 53.9 K
full width at 300 K: 0.3895 meV = 3.14 cm^-1
population lifetime at 300 K: 1.690 ps
NEGLECTED EFFECTS AT 300 K
half width with daughters broadened by 0.390 meV: 0.2012 meV
bubble frequency shift: -0.1935 meV
half width at the shifted frequency: 0.1981 meV
rough inputs: Grueneisen 1.5, linear expansion 1.5e-05 /K
thermal expansion shift: -0.1620 meV
half width with both shifts, bands fixed: 0.2022 meV
quartic coupling by scaling: 0.01125 meV
four-phonon half width, order of magnitude: 0.00060 meV
```
